# Coulomb phases of neighbouring partial waves from a ladder operator: a numerical check

```python
# Coulomb phase recursion from the l-ladder operator (Hartree atomic units).
# Radial equation: h_l u = u, h_l = -d2/drho2 + l(l+1)/rho^2 + 2 eta/rho,
#   rho = k r, eta = -Z/k. F_l: regular, positive near 0 (F_l ~ C_l rho^(l+1)),
#   unit amplitude at infinity. Pruefer variables u = A sin(phi), u' = A cos(phi),
#   phi(0+) = 0 and continuous, define the absolute phase sigma_l by
#   phi -> rho - eta ln(2 rho) - l pi/2 + sigma_l.
# B = -d/drho + S_l, B+ = d/drho + S_l, S_l = l/rho + eta/l, R_l = sqrt(1+eta^2/l^2).
# Under test: B F_(l-1) = R_l F_l, B+ F_l = R_l F_(l-1), C_l = C_(l-1) R_l/(2l+1),
#   interlacing nodes, and sigma_l = sigma_(l-1) + arctan(eta/l) with no extra pi.
# Every l is integrated separately; no ladder relation enters the integration.
import math
import cmath
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants

# ---------- symbolic: factorisation and intertwining ----------
x, l, Z = sp.symbols('x l Z', positive=True)
eta_s, a1, a2 = sp.symbols('eta a1 a2', real=True)
f = sp.Function('f')(x)
S = l/x + eta_s/l
up = lambda g: -sp.diff(g, x) + S*g
down = lambda g: sp.diff(g, x) + S*g
h = lambda L, g: -sp.diff(g, x, 2) + (L*(L+1)/x**2 + 2*eta_s/x)*g
zero = lambda e: sp.simplify(sp.expand(e)) == 0
assert zero(down(up(f)) - h(l-1, f) - eta_s**2/l**2*f)
assert zero(up(down(f)) - h(l, f) - eta_s**2/l**2*f)
assert zero(h(l, up(f)) - up(h(l-1, f)))
W = l/x - Z/l                                   # same operator in r
Aop = lambda g: (-sp.diff(g, x) + W*g)/sp.sqrt(2)
Adag = lambda g: (sp.diff(g, x) + W*g)/sp.sqrt(2)
Hlow = -sp.diff(f, x, 2)/2 + (l*(l-1)/(2*x**2) - Z/x)*f
assert zero(Adag(Aop(f)) - Hlow - Z**2/(2*l**2)*f)
assert zero(Aop(x**l*sp.exp(-Z*x/l)))
mu = x**l*sp.exp(eta_s*x/l)                     # integrating factor
assert zero(sp.diff(mu*f, x) - mu*down(f))
assert zero(sp.diff(f/mu, x) + up(f)/mu)

# ---------- symbolic: B on the regular series u = x^l g ----------
D = lambda g: sp.diff(g, x) + l*g/x             # derivative with x^l factored out
g = 1 + a1*x + a2*x**2
res = sp.expand(x**2*(-D(D(g)) + (l*(l-1)/x**2 + 2*eta_s/x - 1)*g))
co = sp.solve([res.coeff(x, 1), res.coeff(x, 2)], [a1, a2], dict=True)[0]
assert zero(co[a1] - eta_s/l)
assert zero(co[a2] - (2*eta_s**2/l - 1)/(2*(2*l+1)))
Bg = sp.expand(x*(-D(g) + S*g))
assert zero(Bg.coeff(x, 0).subs(co)) and zero(Bg.coeff(x, 1).subs(co))
assert zero(Bg.coeff(x, 2).subs(co) - (1 + eta_s**2/l**2)/(2*l+1))

# ---------- numerical tools ----------
mp.mp.dps = 40
RHO0, RMAX = 0.05, 200.0
grid = np.arange(RHO0, RMAX, 0.02)

def regular_series(L, eta, rho):
    """u = rho^(L+1)(1+...) and u' from the convergent power series."""
    rho, eta = mp.mpf(rho), mp.mpf(eta)
    prev, cur = mp.mpf(0), mp.mpf(1)
    u, du = rho**(L+1), (L+1)*rho**L
    for n in range(1, 150):
        prev, cur = cur, (2*eta*cur - prev)/(n*(n+2*L+1))
        u += cur*rho**(L+1+n)
        du += cur*(L+1+n)*rho**(L+n)
    return float(u), float(du)

def outgoing(L, eta, rho):
    """w ~ exp(i(rho - eta ln 2rho)) and w' from the large-rho series."""
    c, s, ds = 1+0j, 1+0j, 0j
    for n in range(1, 25):
        c *= ((1j*eta+n-1)*(1j*eta+n) - L*(L+1))/(2j*n*rho)
        s += c
        ds -= n*c/rho
    e = cmath.exp(1j*(rho - eta*math.log(2*rho)))
    return e*s, e*(1j*(1-eta/rho)*s + ds)

def solve(L, eta):
    lam = L*(L+1)
    def rhs(r, y):                              # y = (phi - rho, ln A)
        V, p = 2*eta/r + lam/(r*r), y[0] + r
        return [-V*math.sin(p)**2, 0.5*V*math.sin(2*p)]
    u0, du0 = regular_series(L, eta, RHO0)
    y0 = [math.atan2(u0, du0) - RHO0, math.log(math.hypot(u0, du0))]
    sol = solve_ivp(rhs, (RHO0, RMAX), y0, method='DOP853', rtol=1e-12,
                    atol=1e-13, dense_output=True).sol
    def match(r):
        psi, lnA = sol(r)
        w, dw = outgoing(L, eta, r)
        xr, yi = np.linalg.solve([[w.imag, w.real], [dw.imag, dw.real]],
                                 [math.sin(psi+r), math.cos(psi+r)])
        d = math.atan2(yi, xr)
        d += 2*math.pi*round((psi + eta*math.log(2*r) - d)/(2*math.pi))
        return d + L*math.pi/2, lnA + math.log(math.hypot(xr, yi))
    sigma, lnAinf = match(RMAX)
    s2, a2_ = match(RMAX/2)
    assert abs(s2 - sigma) < TOL and abs(a2_ - lnAinf) < TOL
    psi, lnA = sol(12.0)                        # Pruefer equations vs power series
    u, du = regular_series(L, eta, 12.0)
    assert abs(u/math.exp(lnA) - math.sin(psi+12)) < TOL
    assert abs(du/math.exp(lnA) - math.cos(psi+12)) < TOL
    psi, lnA = sol(grid)
    phi, amp = psi + grid, np.exp(lnA - lnAinf)
    F, dF = amp*np.sin(phi), amp*np.cos(phi)
    if lam or eta:                              # errors fall at least as 1/rho
        near, far = (grid > 50) & (grid < 100), grid > 100
        e_ph = np.abs(psi + eta*np.log(2*grid) + L*np.pi/2 - sigma)
        e_am = np.abs(amp - 1)
        assert e_ph[far].max() < 0.6*e_ph[near].max()
        assert e_am[far].max() < 0.6*e_am[near].max()
    i = np.nonzero(F[:-1]*F[1:] < 0)[0]
    nodes = grid[i] - F[i]*(grid[i+1]-grid[i])/(F[i+1]-F[i])
    assert len(nodes) == math.floor(phi[-1]/math.pi)
    def at(r):
        p, a = sol(r)
        return math.exp(a-lnAinf)*math.sin(p+r), math.exp(a-lnAinf)*math.cos(p+r), p+r
    return dict(sigma=sigma, C=math.exp(-lnAinf), F=F, dF=dF, nodes=nodes, at=at)

TOL = 1e-7   # about 1e3 steps with local error near 1e-11, plus interpolation
LMAX = 3
store, worst = {}, 0.0
for eta in (-5.0, -2.0, -0.5, 0.0, 0.7, 3.0):
    sols = [solve(L, eta) for L in range(LMAX+1)]
    store[eta] = sols
    for L, s in enumerate(sols):                # outside check with the gamma function
        lg = mp.loggamma(mp.mpc(L+1, eta))
        assert abs(s['sigma'] - float(lg.imag)) < TOL
        Cg = 2**L*mp.exp(-mp.pi*eta/2 + lg.real)/mp.factorial(2*L+1)
        assert abs(s['C']/float(Cg) - 1) < TOL
    for L in range(1, LMAX+1):
        lo, hi = sols[L-1], sols[L]
        R, Sg = math.sqrt(1 + eta**2/L**2), L/grid + eta/L
        assert np.abs(-lo['dF'] + Sg*lo['F'] - R*hi['F']).max() < TOL
        assert np.abs(hi['dF'] + Sg*hi['F'] - R*lo['F']).max() < TOL
        assert abs(hi['C']/lo['C']*(2*L+1)/R - 1) < TOL
        n = min(len(hi['nodes']), len(lo['nodes'])-1)
        assert n > 40
        assert np.all(lo['nodes'][:n] < hi['nodes'][:n])
        assert np.all(hi['nodes'][:n] < lo['nodes'][1:n+1])
        w, dw = outgoing(L-1, eta, 60.0)        # irregular (outgoing) solution
        assert abs(-dw + (L/60 + eta/L)*w - (eta/L - 1j)*outgoing(L, eta, 60.0)[0]) < 1e-11
        dev = abs(hi['sigma'] - lo['sigma'] - math.atan(eta/L))
        worst = max(worst, dev)
        assert dev < TOL
assert max(abs(s['sigma']) for s in store[0.0]) < TOL

# ---------- worked example: hydrogen continuum ----------
Zn, k = 1.0, 0.5
eta, E = -Zn/k, k*k/2
eV = physical_constants['Hartree energy in eV'][0]
H = store[eta]
print(f"Z = {Zn:.0f}, k = {k:.2f} 1/bohr, eta = {eta:.4f} (dimensionless)")
print(f"E = {E:.4f} hartree = {E*eV:.4f} eV")
for L in range(LMAX+1):
    print(f"l={L}: integrated sigma = {H[L]['sigma']:.6f} rad, C = {H[L]['C']:.6f}")
for L in range(1, LMAX+1):
    R = math.sqrt(1 + eta**2/L**2)
    print(f"l={L}: R = {R:.6f}, E + Z^2/(2l^2) = {E + Zn**2/(2*L*L):.6f} hartree")
    print(f"l={L}: integrated sigma_l - sigma_(l-1) = {H[L]['sigma']-H[L-1]['sigma']:.6f} rad")
    print(f"l={L}: arctan(eta/l) = {math.atan(eta/L):.6f} rad = {math.degrees(math.atan(eta/L)):.3f} deg")
    print(f"l={L}: C_l/C_(l-1) = {H[L]['C']/H[L-1]['C']:.6f}, R/(2l+1) = {R/(2*L+1):.6f}")
r = 10.0
rho = k*r
F0, dF0, _ = H[0]['at'](rho)
F1 = H[1]['at'](rho)[0]
S1, R1 = 1/rho + eta, math.sqrt(1 + eta**2)
print(f"r = {r:.1f} bohr, rho = {rho:.1f}: F_0 = {F0:.6f}, F_0' = {dF0:.6f}")
print(f"S_1 = {S1:.6f}, B F_0 = {-dF0 + S1*F0:.6f}")
print(f"F_1 = {F1:.6f}, R_1 F_1 = {R1*F1:.6f}")
for L in range(3):
    print(f"first nodes of F_{L}: r = " + ", ".join(f"{z/k:.3f}" for z in H[L]['nodes'][:4]) + " bohr")
for rho in (10.0, 50.0, 200.0):
    dphi = H[1]['at'](rho)[2] - H[0]['at'](rho)[2]
    print(f"rho = {rho:.0f} (r = {rho/k:.0f} bohr): phi_1 - phi_0 = {dphi:.5f} rad")
print(f"limit arctan(eta) - pi/2 = {math.atan(eta) - math.pi/2:.5f} rad")
d20 = H[2]['sigma'] - H[0]['sigma']
summed = math.atan(eta) + math.atan(eta/2)
single = math.atan(3*eta/(2 - eta**2))
assert abs(d20 - summed) < TOL and abs(single - d20 - math.pi) < TOL
print(f"integrated sigma_2 - sigma_0 = {d20:.6f} rad = {math.degrees(d20):.3f} deg")
print(f"arctan(eta) + arctan(eta/2) = {summed:.6f} rad")
print(f"cos(sigma_2 - sigma_0) = {math.cos(d20):.6f}")
print(f"arctan(3eta/(2-eta^2)) = {single:.6f} rad, offset = {single - d20:.6f} rad")
print(f"gamma-function check, Im lnGamma(1+i eta) = {float(mp.loggamma(mp.mpc(1, eta)).imag):.6f} rad")
print(f"eta tested: {sorted(store)}, l = 1..{LMAX}")
print(f"largest deviation from the recursion = {worst:.1e} rad")
print("verified")
```

It prints:

```
Z = 1, k = 0.50 1/bohr, eta = -2.0000 (dimensionless)
E = 0.1250 hartree = 3.4014 eV
l=0: integrated sigma = -0.129646 rad, C = 3.544914
l=1: integrated sigma = -1.236795 rad, C = 2.642223
l=2: integrated sigma = -2.022193 rad, C = 0.747333
l=3: integrated sigma = -2.610196 rad, C = 0.128312
l=1: R = 2.236068, E + Z^2/(2l^2) = 0.625000 hartree
l=1: integrated sigma_l - sigma_(l-1) = -1.107149 rad
l=1: arctan(eta/l) = -1.107149 rad = -63.435 deg
l=1: C_l/C_(l-1) = 0.745356, R/(2l+1) = 0.745356
l=2: R = 1.414214, E + Z^2/(2l^2) = 0.250000 hartree
l=2: integrated sigma_l - sigma_(l-1) = -0.785398 rad
l=2: arctan(eta/l) = -0.785398 rad = -45.000 deg
l=2: C_l/C_(l-1) = 0.282843, R/(2l+1) = 0.282843
l=3: R = 1.201850, E + Z^2/(2l^2) = 0.180556 hartree
l=3: integrated sigma_l - sigma_(l-1) = -0.588003 rad
l=3: arctan(eta/l) = -0.588003 rad = -33.690 deg
l=3: C_l/C_(l-1) = 0.171693, R/(2l+1) = 0.171693
r = 10.0 bohr, rho = 5.0: F_0 = -0.335191, F_0' = -1.074003
S_1 = -1.800000, B F_0 = 1.677346
F_1 = 0.750132, R_1 F_1 = 1.677346
first nodes of F_0: r = 1.712, 5.093, 9.409, 14.256 bohr
first nodes of F_1: r = 4.096, 8.448, 13.307, 18.484 bohr
first nodes of F_2: r = 6.598, 11.582, 16.808, 22.220 bohr
rho = 10 (r = 20 bohr): phi_1 - phi_0 = -2.61944 rad
rho = 50 (r = 100 bohr): phi_1 - phi_0 = -2.67234 rad
rho = 200 (r = 400 bohr): phi_1 - phi_0 = -2.66850 rad
limit arctan(eta) - pi/2 = -2.67795 rad
integrated sigma_2 - sigma_0 = -1.892547 rad = -108.435 deg
arctan(eta) + arctan(eta/2) = -1.892547 rad
cos(sigma_2 - sigma_0) = -0.316228
arctan(3eta/(2-eta^2)) = 1.249046 rad, offset = 3.141593 rad
gamma-function check, Im lnGamma(1+i eta) = -0.129646 rad
eta tested: [-5.0, -2.0, -0.5, 0.0, 0.7, 3.0], l = 1..3
largest deviation from the recursion = 3.1e-11 rad
verified
```
